Why mean-field levels of a weakly coupled molecule miss the image charge

Place a point charge q at height d above the flat surface of a perfect conductor. The conductor has no length or charge scale of its own. In Hartree atomic units an energy is a charge squared divided by a length, so the interaction energy must have the form

E(q, d) = −c q²/d,

with c a pure number. The energy is even in q: a positive and a negative charge are attracted equally. A molecule that has lost an electron and one that has gained an electron are therefore both stabilized by c/d, while a neutral molecule has no term of this form. This symmetry decides what happens to the gap. It also shows what a theory must contain to describe it: a response to the charge that is added or removed.

**The belief**

The belief is this. A Hartree-Fock or Kohn-Sham calculation of a molecule on a metal contains all the electrons and their Coulomb interaction, and it is solved self-consistently. The metal can polarize, so the molecular levels must include the image charge, and the gap between the highest occupied level (HOMO) and the lowest empty one (LUMO) must shrink as the molecule approaches.

The premises are sound. The Hartree potential does contain the image of whatever charge density is present, and a self-consistent calculation of an ion near a metal does produce its image. The fault lies in the last inference: the levels are eigenvalues of the neutral system, and the density present there is neutral.

**What the gap should do**

Let the metal fill z < 0. The potential in z > 0 must vanish on the surface and far from the charge, and have the charge q at height d as its only source. A fictitious charge −q at height −d meets these conditions, and the solution is unique. The induced part of the potential, at the position of the real charge, is that of −q at distance 2d:

φ_ind = −q/(2d).

To find the energy, build the charge up as λq, with λ from 0 to 1. The image grows with it, so the induced potential is −λq/(2d) at each stage, and

E = ∫₀¹ [−λq/(2d)] q dλ = −q²/(4d).

Hence c = 1/4. The factor is half of charge times potential, because the image is created by the charge itself.

Define the ionization energy and the electron affinity by

I = E(N−1) − E(N),  A = E(N) − E(N+1),

where the electron is removed to, or brought from, the vacuum far away. Let Δ denote the change caused by the metal. To leading order in 1/d only the two ions change:

ΔI = −1/(4d) − 0 = −1/(4d),
ΔA = 0 − [−1/(4d)] = +1/(4d),
Δ(I − A) = −1/(2d).

On a level diagram, −I rises and −A falls. This assumes that molecular and metallic orbitals do not overlap, that no charge is transferred, and that d, measured from the image plane, is large compared with the molecule.

**What a mean-field level feels**

Let M reflect a point in the surface, z → −z. A molecular charge density ρ has the image density −ρ(Mr), so its energy with the metal is

E_im = −½ ∫∫ ρ(r)ρ(r′)/|r − Mr′| dr dr′.

For nuclei of charge Z_A at R_A and electron density n, ρ(r) = Σ_A Z_A δ(r − R_A) − n(r). Now vary n. The kernel is symmetric, since |r − Mr′| = |Mr − r′|, so the two factors ρ contribute equally and cancel the ½. With δρ = −δn, the potential energy of an electron is

v_im(r) = δE_im/δn(r) = Σ_A Z_A/|r − MR_A| − ∫ n(r′)/|r − Mr′| dr′.

This is what the polarized metal adds to the mean-field equations. At large d every denominator is close to 2d, and the N nuclear charges and N electrons give

N/(2d) − N/(2d) = 0.

The image term has cancelled. What remains comes from the images of the neutral molecule's multipoles. A dipole with a component normal to the surface would give a shift of order 1/d². Flat ethylene, the example used below, has a centre of inversion and hence no dipole, so its shift starts with the quadrupole, at order 1/d³. Because v_im varies little across the molecule, HOMO and LUMO shift almost together.

Exchange does not repair this. The Fock exchange between a molecular orbital φ and a metal orbital χ is governed by

K = ∫∫ φ(r)χ(r) χ(r′)φ(r′)/|r − r′| dr dr′,

which needs a region where both orbitals are appreciable. With a second ethylene HOMO standing in for χ, and in the compact 6-31G basis, K is 9 × 10⁻⁵ hartree at a separation of 8 bohr and 6 × 10⁻¹⁰ at 12 bohr. The image energy 1/(4d) at those distances is 0.031 and 0.021 hartree. The compact Gaussian basis exaggerates the speed of the decay: diffuse functions raise K by about one order of magnitude at 8 bohr and four at 12 bohr, which still leaves it far below 1/(4d). No 1/d term can come from an overlap.

A semilocal Kohn-Sham functional computes its exchange-correlation potential at r from the density and its derivatives at r. Where the metal's density is negligible, the functional has no knowledge of the metal beyond the small change v_im makes in the molecular density.

The exact Kohn-Sham potential needs more care, since it may have an image-like tail −1/(4z) outside a metal. To first order, a local potential w shifts a level by ∫|φ_n|² w dr. If w is smooth on the scale of the molecule, this is nearly the same number for HOMO and LUMO. Such a tail lowers both levels and leaves the gap nearly unchanged. This argument does not cover a potential with sharp structure inside the molecule.

**Where the missing energy is**

Describe the metal's charge oscillations by modes, and take one mode first, with frequency Ω and operators b, b†. Let an electron passing between real molecular orbitals p and q couple to it with strength g_pq:

H = Σ_p ε_p c_p†c_p + Ω b†b + (b + b†) Σ_pq g_pq (c_p†c_q − f_p δ_pq).

Here f_p is 1 for levels occupied in the neutral molecule and 0 for empty ones. The subtraction is made because the field of the neutral density is already in the mean-field levels ε_p. To second order in g, each virtual process that creates one quantum changes the energy by minus its squared coupling divided by its energy cost, a lowering whenever that cost is positive.

In the neutral molecule the diagonal coupling vanishes. What remains are jumps from an occupied j to an empty m:

E₂(N) = −Σ_{j occ, m empty} g_jm²/(Ω + ε_m − ε_j).

Add an electron in an empty orbital n. Three things change:

1. The diagonal coupling is now g_nn, which gives −g_nn²/Ω.
2. The added electron can jump to another empty m, which gives −g_nm²/(Ω + ε_m − ε_n).
3. The jumps j → n are blocked, so their lowering is lost, which gives +g_nj²/(Ω + ε_n − ε_j).

The first item is the m = n member of the second. The level ε_n = E(N+1) − E(N) therefore shifts by

Δε_n = Σ_{j occ} g_nj²/(ε_n − ε_j + Ω) + Σ_{m empty} g_nm²/(ε_n − ε_m − Ω).  (1)

Now remove an electron from an occupied n. The ion gains −g_nn²/Ω from the diagonal coupling and −g_nj²/(Ω + ε_n − ε_j) from the newly allowed jumps j → n, and it loses the jumps n → m. The level is now E(N) − E(N−1), so the ion's gains enter with reversed sign, and the jumps n → m, present only in the neutral, enter with their own. The result is again equation (1).

This is a GW correction. To see it, drive the mode with a force f e^(−iωt). The equations of motion, i db/dt = Ωb + f e^(−iωt) and its partner for b†, give b + b† the amplitude f[1/(ω − Ω) − 1/(ω + Ω)]. A charge coupled with strength g supplies the force, and a second charge feels the response through its own g. The mode therefore adds to the screened interaction W the term

ΔW(ω) = g g [1/(ω − Ω + iη) − 1/(ω + Ω − iη)],

where the small η > 0 expresses time ordering. The GW self-energy is the product of the Green function G and W, integrated over frequency:

ΔΣ(ω) = (i/2π) ∫ G(ω + ω′) ΔW(ω′) dω′.

An empty m contributes 1/(ω + ω′ − ε_m + iη) to G, with its pole in the lower half-plane. Close the contour above, where ΔW has a pole at ω′ = −Ω with residue −g². The result is (i/2π)(2πi)(−g²)/(ω − Ω − ε_m) = g²/(ω − ε_m − Ω). For an occupied j the pole of G lies above. Close below, around ω′ = Ω with residue g². The clockwise contour gives (i/2π)(−2πi)g²/(ω + Ω − ε_j) = g²/(ω − ε_j + Ω). At ω = ε_n these are the two sums of equation (1).

A model with two orbitals and one mode can be diagonalized. With levels −0.2 and 0.2, Ω = 0.5, g₁₁ = 0.020 and g₁₂ = 0.010 hartree, equation (1) gives for the occupied level

0.020²/0.5 − 0.010²/(0.4 + 0.5) = 0.000800 − 0.000111 = 0.000689 hartree,

and diagonalization gives the same to the digits shown.

**Why the two levels move in opposite directions**

Let the metal respond quickly, so that Ω is much larger than the level differences. This assumption matters only for the terms with j or m different from n; the term j = n or m = n has denominator ±Ω exactly, whatever the value of Ω. At ω = 0 the mode gives ΔW = −2gg/Ω, so g_nm²/Ω = −½W_nm, where

W_nm = ∫∫ φ_n(r)φ_m(r) ΔW(r, r′) φ_n(r′)φ_m(r′) dr dr′.

Summing over all the modes of the metal, equation (1) becomes

Δε_n = −½ Σ_{j occ} W_nj + ½ Σ_{m empty} W_nm = ½ Σ_{all m} W_nm − Σ_{j occ} W_nj.

The second form adds and subtracts half of the occupied sum. In the sum over all m, completeness, Σ_m φ_m(r)φ_m(r′) = δ(r − r′), sets r′ = r. For a perfect conductor, the potential at r due to the image of a unit charge at r′ is ΔW(r, r′) = −1/|r − Mr′|, and therefore ΔW(r, r) = −1/(2z). Hence

Δε_n = −∫ |φ_n(r)|²/(4z) dr + Σ_{j occ} ∫∫ φ_n(r)φ_j(r) φ_n(r′)φ_j(r′)/|r − Mr′| dr dr′.

The occupied sum runs over orbitals with the same spin as n. The first term, the Coulomb hole, is the expectation value of a local potential and lowers both levels by about 1/(4d). The second is the change in screened exchange, and its operator is nonlocal. If n is occupied, the term j = n contains the whole charge of the orbital and gives about +1/(2d). For j ≠ n the product φ_nφ_j integrates to zero by orthogonality, and its image interaction is at most of order 1/d³. Thus

HOMO: −1/(4d) + 1/(2d) = +1/(4d),
LUMO: −1/(4d) + 0 = −1/(4d).

There is a direct physical reading. An electron in the HOMO sits on what would otherwise be a cation. The cation's image is negative and raises the electron's energy by 1/(2d), while the electron's own image lowers it by 1/(4d). An electron added to the LUMO joins a neutral molecule and feels only its own image. Bare Hartree-Fock exchange cannot make this distinction, because it contains only the bare Coulomb interaction 1/|r − r′| and not the metal's part ΔW of the screened interaction.

**Ethylene above a conductor**

Ethylene is placed flat at d = 8 bohr, in the 6-31G basis. Here 1/(4d) = 0.03125 and 1/(2d) = 0.0625 hartree. The changes caused by the metal, in hartree, are:

Hartree-Fock eigenvalues: HOMO −0.0006, LUMO −0.0006
PBE eigenvalues: HOMO −0.0005, LUMO −0.0005
energy differences: −I +0.0306, −A −0.0316

The last line comes from separate Hartree-Fock total energies of the neutral, the cation and the anion, each with its own image charge. The gap I − A closes by 0.0622 hartree, or 1.69 eV. The last digit depends on the basis: 6-311G** gives 1.70 eV, and 6-31+G, in which the added electron spreads out of the compact π* orbital, gives 0.069 hartree. The Hartree-Fock eigenvalue gap changes by 0.000002 hartree and the PBE gap by 0.000006. Only the smallness of these two numbers is meaningful; the Hartree-Fock HOMO to π* value ranges from 0.000001 to 0.00002 in magnitude over the same bases.

So Hartree-Fock total energies do contain the effect, provided the metal may relax for each charge state. If the metal is instead held in the polarization it has for the neutral molecule, the energy-difference gap changes by only 0.00001 hartree. The missing ingredient is thus the metal's response to the added charge.

The static GW terms, added to the Hartree-Fock shifts, supply it:

HOMO: −0.0006 − 0.0325 + 0.0633 = +0.0302 hartree,
LUMO: −0.0006 − 0.0328 + 0.0008 = −0.0326 hartree.

The middle numbers are the Coulomb hole. In this compact basis they differ between the two levels by only 0.0003 hartree, so an image-like local potential leaves the gap nearly unchanged when both orbitals are small compared with d. With diffuse functions the empty orbitals reach the surface, where 1/(4z) diverges. The difference at this height then becomes about ten times larger or more, and its value depends on where the integral is cut off near z = 0. The last numbers are the screened exchange, which separates occupied from empty. The gap closes by 0.0628 hartree, or 1.71 eV, within about 1% of the closing found from energy differences. In 6-311G** the closing is 0.0630 hartree and the agreement is again about 1%; with diffuse functions it degrades to several per cent at this height.

The two routes share the 1/d term but make different approximations beyond it. The GW estimate uses the orbitals of the neutral molecule and so omits the rearrangement of the other electrons around the added charge. The energy differences include that rearrangement but omit the terms of equation (1) with j or m different from n, the virtual jumps that make up the dispersion interaction between molecule and metal. The calculation does not separate these contributions. It shows only that the two closings differ by 0.00061, 0.00019 and 0.00004 hartree at d = 8, 12 and 20 bohr, roughly as 1/d³. At d = 20 bohr they give closings of 0.02502 and 0.02497 hartree, against the point-charge value 0.02500. The Hartree-Fock HOMO shift has by then fallen to −0.00004 hartree. From 8 to 20 bohr it drops by a factor of about 15, close to (20/8)³ = 15.6, as a quadrupole's image requires.

The absolute affinity is not a prediction. Without the metal the calculation gives A = −0.140 hartree, an anion that is unbound and is held together by the compact basis; only its change with d is used. The compact basis also keeps the added electron small compared with d, which the comparison with a point charge requires. Correlation within the molecule is also left out. The argument itself fails when orbitals overlap and hybridize, when a level crosses the metal's Fermi energy and charge flows, or when d is comparable with the size of the molecule. If the metal responds slowly, the terms of equation (1) with j or m different from n must keep their energy denominators. Real metals are in this case: surface-plasmon energies of roughly 0.14 to 0.4 hartree are smaller than the 0.54 hartree between the Hartree-Fock HOMO and LUMO of ethylene. With a single Ω of 0.2 to 0.4 hartree the closing at 8 bohr moves by only 0.0002 to 0.0003 hartree. This changes the contributions of order 1/d³ but not the term j = n or m = n, which carries the 1/d shift. The numerical check printed below covers the electrostatics, the two-orbital model and ethylene at three heights.

Numbers as computed

```
Unit charge at 8 bohr: induced potential -0.062500 hartree/e
Unit charge at 8 bohr: energy from force -0.031250 hartree
Model levels -0.20, 0.20; mode 0.50 hartree
Model couplings g11, g22, g12: 0.020, 0.025, 0.010 hartree
Model occupied shift: exact 0.000689, GW 0.000689 hartree
Model empty shift: exact -0.001139, GW -0.001139 hartree
Geometry: C x = 1.265, H x = 2.330, H y = 1.755 bohr
No metal, HF eigenvalues HOMO, LUMO: -0.37101, 0.17334 hartree
No metal, energy differences I, A: 0.32783, -0.13994 hartree
No metal, energy-difference gap: 0.46777 hartree
Exchange integral at separation 8 bohr: 9.42e-05 hartree
Exchange integral at separation 12 bohr: 6.05e-10 hartree
--- d = 8 bohr; changes against no metal, hartree ---
HF eigenvalues HOMO, LUMO: -0.000589, -0.000587
Energy differences -I, -A: 0.030577, -0.031587
Coulomb hole HOMO, LUMO: -0.032545, -0.032803
Screened exchange HOMO, LUMO: 0.063349, 0.000835
HF + static GW HOMO, LUMO: 0.030216, -0.032555
Gap: HF eigenvalues 0.000002, energy differences -0.062163
Gap: HF + static GW -0.062771, point charge -0.062500
Gap in eV: energy differences -1.692, static GW -1.708
Gap: energy differences with frozen metal 0.000011
PBE eigenvalues without metal: -0.23368, -0.01563
PBE eigenvalue changes HOMO, LUMO: -0.000530, -0.000524
Gap: PBE eigenvalues 0.000006
--- d = 12 bohr; changes against no metal, hartree ---
HF eigenvalues HOMO, LUMO: -0.000178, -0.000178
Energy differences -I, -A: 0.020624, -0.020929
Coulomb hole HOMO, LUMO: -0.021196, -0.021265
Screened exchange HOMO, LUMO: 0.041917, 0.000241
HF + static GW HOMO, LUMO: 0.020543, -0.021202
Gap: HF eigenvalues 0.000000, energy differences -0.041553
Gap: HF + static GW -0.041745, point charge -0.041667
--- d = 20 bohr; changes against no metal, hartree ---
HF eigenvalues HOMO, LUMO: -0.000039, -0.000039
Energy differences -I, -A: 0.012453, -0.012520
Coulomb hole HOMO, LUMO: -0.012576, -0.012591
Screened exchange HOMO, LUMO: 0.025054, 0.000051
HF + static GW HOMO, LUMO: 0.012439, -0.012578
Gap: HF eigenvalues 0.000000, energy differences -0.024973
Gap: HF + static GW -0.025017, point charge -0.025000
```
